Two derivations of the clamped-ion dielectric tensor from field-response orbitals

**Definitions and conventions**

Hartree atomic units are used with Gaussian fields, so D = E + 4πP. The electron charge is −1, and a uniform field E adds the energy +E·r to each electron. The ions do not move. The clamped-ion dielectric tensor is

ε_ab = ∂D_a/∂E_b = δ_ab + 4π ∂P_a/∂E_b,

where a and b are Cartesian directions, repeated directions are summed, and E is the macroscopic field: the cell average of the total electric field, from external and induced charges together.

The crystal is an insulator with spin-paired electrons and no spin-orbit coupling or magnetic field, described by Kohn-Sham theory with a local or gradient-corrected functional. The orbitals are e^{ik·r}u_vk(r), with u_vk normalized in a cell of volume Ω, and

H_k = e^{−ik·r} H e^{ik·r},  H_k u_vk = e_vk u_vk.

The index v runs over doubly occupied bands. Sums over k run over N_k points, and −k belongs to the mesh whenever k does. The occupied projector is O_k = Σ_v |u_vk⟩⟨u_vk|, and C_k = 1 − O_k projects on the conduction states. The d/dk orbital is the conduction part of the k derivative:

∂_a u_v ≡ C_k ∂u_vk/∂k_a.

Its equation follows from differentiating (H_k − e_v)u_v = 0 and applying C_k. The term with ∂e_v/∂k_a drops out because C_k u_v = 0, and C_k commutes with H_k, so

(H_k − e_v) ∂_a u_v = −C_k (∂H_k/∂k_a) u_v.  (1)

The gap makes H_k − e_v invertible on the conduction states. Differentiating the definition of H_k gives ∂H_k/∂k_a = i[H_k, r_a], which is the velocity operator. It is the momentum p_a + k_a plus a commutator term if the ionic potential is nonlocal.

Time reversal allows the choice u_{v,−k} = u_vk*. Since the derivative changes sign with k, (∂_a u)_{−k} = −(∂_a u_k)*, and therefore (i∂_a u)_{−k} = (i∂_a u_k)*.

**First derivation: a prescribed uniform field**

The operator r is not lattice periodic, but its commutator with the occupied projector is. Differentiating O_k = e^{−ik·r} O e^{ik·r} gives ∂O_k/∂k_b = −i[r_b, O_k], or

[r_b, O_k] = i ∂O_k/∂k_b.

This commutator is all that first-order theory needs. Let a field E_b(t) be switched on slowly. It also induces a periodic potential s(r,t), found below. The first-order change ρ₁ of the density matrix obeys

i ∂ρ₁/∂t = [H_k, ρ₁] + [E_b r_b + s, O_k].

Define x_v = C_k ρ₁ u_v and apply C_k from the left and u_v from the right. The first commutator gives (H_k − e_v)x_v. In the second, C_k(∂O_k/∂k_b)u_v = ∂_b u_v, because the terms of ∂O_k/∂k_b that begin with an occupied orbital are removed by C_k. Hence

i ∂x_v/∂t = (H_k − e_v)x_v + i E_b ∂_b u_v + C_k s u_v.  (2)

When the field has become constant, the left side is zero. Writing x_v = E_b u^b_v and s = E_b s^b gives the field-response equation

(H_k − e_v) u^b_v = −i ∂_b u_v − C_k s^b u_v.  (3)

This is a perturbative stationary state. In an infinite crystal E·r is unbounded below, so at finite field the state can decay by tunnelling across the gap.

*The induced potential.* The density is n = (2/N_k) Σ_kv |u_v|², where 2 counts spin. Its change per unit field is

n^b(r) = (4/N_k) Σ_kv Re[u_v* u^b_v],

where the second factor of two comes from the orbital and its conjugate. The cell average of n^b vanishes, because u^b_v is orthogonal to u_v. The G = 0 Hartree coefficient 4πn^b(G)/G² is therefore 0/0, and the density in the cell does not fix its value.

Poisson's equation shows what is left open. The change w of the electrostatic energy of an electron obeys ∇²w = −4πn₁, with n₁ = E_b n^b. If ∇w is to be periodic, the solution is

w(r) = E·r + Σ_{G≠0} [4πn₁(G)/G²] e^{iG·r} + constant.

The periodic part has a gradient of zero cell average, so the coefficient of r is the macroscopic field. It contains the field of the external charges and that of any polarization charge on distant surfaces. Once E is prescribed, this part of the electrostatic energy has been given in full. A further G = 0 Hartree contribution would count the induced macroscopic field twice. Thus

s^b(r) = Σ_{G≠0} [4πn^b(G)/G²] e^{iG·r} + f_xc n^b,  (4)

where f_xc is the linear operator that turns a density change into a change of the exchange-correlation potential. The average of f_xc n^b need not vanish, but it is a finite constant, and C_k times a constant times u_v is zero. Equations (3) and (4) are solved together.

*The polarization.* It follows from the current that flows during the switching, J = ∂P/∂t. The perturbation E_b r_b + s commutes with r, so the velocity operator remains ∂H_k/∂k_a. With electron charge −1,

J_a = −(4/(N_kΩ)) Σ_kv Re⟨u_v|∂H_k/∂k_a|x_v⟩.

Equation (1) turns the matrix element into −⟨∂_a u_v|(H_k − e_v)|x_v⟩, and (2) replaces (H_k − e_v)x_v:

J_a = (4/(N_kΩ)) Σ_kv Re{ i⟨∂_a u_v|∂x_v/∂t⟩ − iE_b⟨∂_a u_v|∂_b u_v⟩ − ⟨∂_a u_v|s|u_v⟩ }.

Time reversal removes the last two terms. Between k and −k, ⟨∂_a u|∂_b u⟩ goes into its conjugate, so the real part of −i times it changes sign. Likewise ⟨∂_a u|s|u⟩ goes into minus its conjugate, so its real part changes sign. Both cancel in the sum; the first of them would be a Hall current. Since i⟨∂_a u| = −⟨i∂_a u|, integration over time leaves

P_a = −(4/(N_kΩ)) Σ_kv Re⟨i∂_a u_v|u^b_v⟩ E_b,  (5)

where P denotes the change from zero field. Inserting this in the definition gives

ε_ab = δ_ab − (16π/(N_kΩ)) Σ_kv Re⟨i∂_a u_vk|u^b_vk⟩.  (6)

The sign in (6) can be checked when the induced potential is left out. If s^b is neglected, (3) gives u^b_v = −(H_k − e_v)^{−1} i∂_b u_v, and with conduction states c

ε_aa = 1 + (16π/(N_kΩ)) Σ_kvc |⟨u_c|∂_a u_v⟩|²/(e_c − e_v).

Every term is positive, and at fixed matrix elements ε_aa tends to 1 as the gap grows.

*Symmetry.* Equation (3), written for direction a, replaces i∂_a u_v in (6):

Σ Re⟨i∂_a u_v|u^b_v⟩ = −Σ Re⟨u^a_v|H_k − e_v|u^b_v⟩ − Σ Re⟨u_v|s^a|u^b_v⟩.

The first sum is symmetric in a and b. The second is (N_k/4)∫ s^a n^b d³r over the cell. It is also symmetric, because s^a is a symmetric kernel acting on n^a. Hence ε_ab = ε_ba.

**Second derivation: a prescribed long-wave external potential**

Now external charges give each electron the energy w_ext e^{iq·r}. The external field amplitude is its gradient, E_ext = iq w_ext, which is longitudinal. The induced density is e^{iq·r}n(r) with periodic n(r), whose cell average is n_q. Here the G = 0 Hartree term is well defined and must be kept:

w = w_ext + 4πn_q/q²,  E = iq w.  (7)

The rest of the induced potential is e^{iq·r}s(r), with Hartree coefficients 4πn_G/|q+G|² for G ≠ 0 and the exchange-correlation part.

The potential carries u_vk into conduction states at k+q. The first-order orbital φ_v obeys

(H_{k+q} − e_vk) φ_v = −C_{k+q}(w + s)u_vk.

Mixing among occupied orbitals does not change the density matrix. For small q, u_vk = u_{v,k+q} − q_a ∂u_v/∂k_a + O(q²), and C_{k+q} removes the first term:

C_{k+q} u_vk = −q_a ∂_a u_v + O(q²).  (8)

From E = iq w one has q_a w = −iE_a, so w C_{k+q}u_vk → iE_a ∂_a u_v. The potential grows as 1/q while the overlap shrinks as q, and their product is finite. The equation for φ_v becomes (3) multiplied by the field amplitude.

The density at wave vector q also has a part from the conjugate wave, which scatters to k−q. Conjugating the equation for that part turns it into the equation for φ_v at −k+q, so after the sum over k it equals the first part. Therefore n(r) = (4/N_k) Σ_kv u_v*φ_v. For q → 0 the contributions of k and −k are conjugates, so n(r) → E_b n^b(r) and s → E_b s^b. The self-consistent problem is the same as before.

Next comes the cell average. Since φ_v lies in the conduction space at k+q, (8) can be applied to the left factor:

n_q = (4/(N_kΩ)) Σ_kv ⟨C_{k+q}u_vk|φ_v⟩ = −q_a (4/(N_kΩ)) Σ_kv ⟨∂_a u_v|u^b_v⟩ E_b.

With ⟨∂_a u| = i⟨i∂_a u|, and with the imaginary parts of ⟨i∂_a u|u^b⟩ cancelling between k and −k,

n_q = i q_a P_a,

where P_a is the expression (5). This agrees with the charge density −n = −∇·P. The induced field in (7) is then

iq (4πn_q/q²) = −4π q̂(q̂·P).

The average density vanishes linearly in q, yet its field stays finite. That finite field is the depolarizing field, and it is what the G = 0 Hartree term stands for. Along q̂, (7) reads E = E_ext − 4πq̂·P, so

E_ext/E = 1 + 4π q̂·P/E = q̂_a ε_ab q̂_b ≡ ε_L,  (9)

with ε_ab from (6). Since D = E + 4πP, the component of D along q̂ equals E_ext, so this ratio is the dielectric constant along q̂. In an anisotropic crystal, unless q̂ lies along a principal axis, D also has a transverse part, 4π times the part of P perpendicular to q̂, which produces no charge density and does not enter (9). Waves in all directions fix the symmetric part of the tensor, which is the whole tensor by the symmetry shown above.

Equation (9) also gives the price of confusing the two fields. If the G = 0 term is kept and the prescribed field is nevertheless called E, the result is

1 + 4π q̂·P/E_ext = 1 + (ε_L − 1)/ε_L = 2 − 1/ε_L.

**A model crystal**

The cell is 5 × 6 × 5 bohr, so Ω = 150 bohr³. Two ions of charge 2, at (0, 0, 0) and (1.8, 2.4, 0) bohr, are smeared into Gaussians of standard deviation 0.7 and 0.8 bohr. On each ion sits an attractive nonlocal term −1.5|β⟩⟨β| hartree, with β a normalized Gaussian proportional to exp(−r²/2) (r in bohr). Four electrons fill two bands. The functional is Dirac exchange without correlation. The basis is 83 plane waves, the same at each of 4 × 4 × 4 k points, and the smallest gap on this mesh is 0.99 hartree.

Solving (1) and then (3) with (4) to self-consistency gives P_x/E_x = 0.021936, and

ε_xx = 1 + 4π × 0.021936 = 1.2757.

The other elements are ε_yy = 1.2915, ε_zz = 1.2416 and ε_xy = 0.0178. The last digit belongs to this basis and mesh. With 221 plane waves the diagonal elements rise by 0.0003 to 0.0006. A 6 × 6 × 6 mesh moves them by less than 0.0002 and lowers the smallest gap found to 0.93 hartree. The xz and yz elements vanish because z = 0 is a mirror plane. With s^b set to zero the diagonal elements are 1.288, 1.303 and 1.264, so local fields lower all three in this model. If the nonlocal part of ∂H_k/∂k is left out of (1), ε_xx falls to 1.047. The commutator term is thus essential here.

The second route was evaluated at finite q by explicit sums over conduction states, with the G = 0 term kept and w_ext = 1/q, so that |E_ext| = 1. For q along x:

q = 0.080 bohr⁻¹: n_q = −1.371 × 10⁻³, ε_L = 1.2745
q = 0.040 bohr⁻¹: n_q = −6.873 × 10⁻⁴, ε_L = 1.2754
q = 0.004 bohr⁻¹: n_q = −6.878 × 10⁻⁵, ε_L = 1.2757

In the last line the induced field relative to the external one is 4π × (−6.878 × 10⁻⁵)/0.004 = −0.2161, and ε_L = 1/(1 − 0.2161) = 1.2757. The density falls in proportion to q while the field ratio settles at a constant. Along the diagonal x+y the same calculation gives 1.3014. Subtracting (1.2757 + 1.2915)/2 = 1.2836 leaves ε_xy = 0.0178.

Per unit external field the polarization is 0.0172, smaller than 0.0219 by the factor 1.2757. Calling that external field E would give 1 + 0.2161 = 1.2161, which is 2 − 1/1.2757.

**What each derivation assumes**

Both derivations assume linear response, fixed ions, time reversal and a gap. In a metal, u_vk can be carried into an empty state of its own band at k+q. The overlap then tends to one instead of vanishing as in (8), and the ratio E_ext/E in (9) grows without bound in magnitude as q → 0 instead of approaching a value given by (6). For the uniform electron gas it diverges as 1/q², and with a local exchange kernel its sign is negative at low density.

The first derivation takes the macroscopic field as given. It can point in any direction and yields each tensor element directly. The cost is that the polarization cannot be read from the density in the cell and was obtained here from a current, and that the origin of E lies outside the calculation: the cell contains no information about sample shape or surface charge. The G = 0 term is absent because E has already fixed it.

The second derivation takes the external charge as given and derives the macroscopic field. It needs neither the operator r nor a current, since the density contains the polarization through n_q = iq·P. It treats longitudinal fields, so it needs the symmetry of ε_ab to supply the full tensor, and q must be small in two respects. First, (8) is an expansion in q of C_{k+q}u_vk = (C_{k+q} − C_k)u_vk, so q must be small compared with the distance in k over which the projector C_k changes; mixing among the occupied orbitals does not count. By (1), ∂_a u_v contains the inverse of the direct gap at each k. That distance can therefore become short where a direct gap nearly closes, and a smaller q is then needed. Second, H_{k+q} − e_vk was replaced by H_k − e_vk, which is safe if the conduction energies change little between k and k+q compared with the direct gap. This is sufficient but not necessary. On a dense mesh the sum over k can be shifted by q, which moves the change from the conduction energies to the valence energies, so it is enough that one of the two changes little. If both bands are steep, the error can be large even where the projector changes slowly.

The two also treat exchange and correlation differently. In the first, the induced potential s is assumed periodic, so its average exchange-correlation part is a constant and drops out of (3). In the second this can be examined: for the functionals considered here f_xc stays finite as q → 0, and the average potential is negligible beside w ∝ 1/q. A kernel that diverged as 1/q² would turn n_q ∝ q into a potential of order 1/q. That is an additional uniform force on the electrons, and (3) would have to include it although it is not part of the electric field E.
